# Jellium virial theorem and the kinetic part of the correlation energy: test program

```python
# Result under test: the virial theorem of jellium, 2t + v = -rs de/drs, and
#   tc = -d(rs ec)/drs,   vc = (1/rs) d(rs^2 ec)/drs.
# e, t, v: total, kinetic, potential energy per electron; ts, ex: kinetic and
# exchange energy of the free determinant; ec = e - ts - ex, tc = t - ts,
# vc = v - ex; rs: radius of the sphere holding one electron, in bohr.
# Numerical work is in hartree atomic units.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import spherical_jn
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def derivative(func, x, relative_step=0.005):
    s = relative_step * x
    return (8 * (func(x + s) - func(x - s))
            - (func(x + 2 * s) - func(x - 2 * s))) / (12 * s)


def close(a, b, rel):
    return abs(a - b) <= rel * max(abs(a), abs(b))


# ---- Two parallel-spin electrons in a periodic cube, total momentum 2 pi/L
def relative_vectors(radius):
    m = int(radius) + 2
    axis = np.arange(-m, m + 1)
    grid = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
    kappa = grid.reshape(3, -1).T - np.array([0.5, 0.0, 0.0])
    # kappa and -kappa describe the same antisymmetric pair: keep one
    keep = (np.sum(kappa**2, axis=1) < radius**2) & (kappa[:, 0] > 0)
    return kappa[keep]


LARGE_BASIS = relative_vectors(5.2)
SMALL_BASIS = relative_vectors(3.7)


def cell(rs, basis=LARGE_BASIS):
    volume = 2 * 4 * np.pi / 3 * rs**3
    length = volume ** (1 / 3)
    unit = 2 * np.pi / length
    half_total = np.array([0.5, 0.0, 0.0]) * unit
    rel = basis * unit
    k1, k2 = half_total + rel, half_total - rel
    kinetic = 0.5 * (np.sum(k1**2, axis=1) + np.sum(k2**2, axis=1))
    q2_direct = np.sum((rel[:, None] - rel[None, :])**2, axis=2)
    q2_exchange = np.sum((rel[:, None] + rel[None, :])**2, axis=2)
    np.fill_diagonal(q2_direct, np.inf)   # background removes q = 0
    potential = 4 * np.pi / volume * (1 / q2_direct - 1 / q2_exchange)
    energy, vector = eigh(np.diag(kinetic) + potential,
                          subset_by_index=[0, 0])
    c = vector[:, 0]
    ref = np.argmin(kinetic)
    out = {"L": length, "e": energy[0] / 2,
           "t": c @ (kinetic * c) / 2, "v": c @ potential @ c / 2,
           "ts": kinetic[ref] / 2, "ex": potential[ref, ref] / 2}
    out["ec"] = out["e"] - out["ts"] - out["ex"]
    out["tc"] = out["t"] - out["ts"]
    out["vc"] = out["v"] - out["ex"]
    return out


rs_cell = 10.0
c = cell(rs_cell)
virial_left = 2 * c["t"] + c["v"]
virial_right = -rs_cell * derivative(lambda r: cell(r)["e"], rs_cell)
tc_slope = -derivative(lambda r: r * cell(r)["ec"], rs_cell)
vc_slope = derivative(lambda r: r**2 * cell(r)["ec"], rs_cell) / rs_cell
assert close(virial_left, virial_right, 1e-6)
assert close(c["tc"], tc_slope, 1e-5)
assert close(c["vc"], vc_slope, 1e-5)
assert c["tc"] > 0 and c["vc"] < 0

# Correlation energy rebuilt from potential energies at all higher densities
nodes, weights = np.polynomial.legendre.leggauss(10)
radii = 0.5 * rs_cell * (nodes + 1)
integral = 0.5 * rs_cell * sum(w * r * cell(r)["vc"]
                              for w, r in zip(weights, radii))
ec_integral = integral / rs_cell**2
assert close(ec_integral, c["ec"], 1e-5)

# Concavity of rs^2 e
scaled = [r**2 * cell(r)["e"] for r in (9.0, 10.0, 11.0)]
second_difference = scaled[0] - 2 * scaled[1] + scaled[2]
assert second_difference < 0
ec_small = cell(rs_cell, SMALL_BASIS)["ec"]
assert close(ec_small, c["ec"], 0.02)

print("Two parallel-spin electrons in a periodic cube")
print(f"rs = {rs_cell:.1f} bohr, cube side L = {c['L']:.4f} bohr")
print(f"basis pairs: large {len(LARGE_BASIS)}, small {len(SMALL_BASIS)}")
for name in ("e", "t", "v", "ts", "ex", "ec", "tc", "vc"):
    print(f"cell {name:2s} = {c[name]:.8f} hartree")
print(f"2t + v from the state      = {virial_left:.8f} hartree")
print(f"-rs de/drs from energies   = {virial_right:.8f} hartree")
print(f"-d(rs ec)/drs              = {tc_slope:.8f} hartree")
print(f"(1/rs) d(rs^2 ec)/drs      = {vc_slope:.8f} hartree")
print(f"ec from integral of r vc   = {ec_integral:.8f} hartree")
print(f"ec in the small basis      = {ec_small:.8f} hartree")
print(f"second difference of rs^2 e, step 1 bohr = "
      f"{second_difference:.6f} hartree bohr^2")


# ---- Infinite unpolarized gas
def fermi_wavevector(rs):
    return (9 * np.pi / 4) ** (1 / 3) / rs


def free_kinetic(rs):
    return 0.3 * fermi_wavevector(rs)**2


def exchange(rs):
    return -0.75 * fermi_wavevector(rs) / np.pi


def correlation(rs):
    density = np.array([3 / (4 * np.pi * rs**3)])
    result = libxc.eval_xc("LDA_C_PW_MOD", density, spin=0, deriv=1)
    return float(np.ravel(result[0])[0]), float(np.ravel(result[1][0])[0])


def correlation_parts(rs):
    ec, mu = correlation(rs)
    return ec, mu, 3 * mu - 4 * ec, 5 * ec - 3 * mu


# Free-gas energies from the filled sphere and from the exchange hole
kf = fermi_wavevector(2.0)
density = 3 / (4 * np.pi * 2.0**3)
ts_quad = (quad(lambda k: k**4 / 2, 0, kf)[0]
           / quad(lambda k: k**2, 0, kf)[0])
hole_integral = sum(
    quad(lambda x: spherical_jn(1, x)**2 / x, max(a, 1e-9), a + 10)[0]
    for a in range(0, 200, 10))
# hole density is -(n/2) [3 j1(kf r)/(kf r)]^2
ex_quad = -0.5 * density * 0.5 * 9 * 4 * np.pi / kf**2 * hole_integral
assert close(ts_quad, free_kinetic(2.0), 1e-10)
assert close(ex_quad, exchange(2.0), 1e-4)   # integral cut at kf r = 200

print("Infinite unpolarized gas, Perdew-Wang 1992 correlation")
print(f"rs = 2: ts = {free_kinetic(2.0):.6f}, "
      f"by quadrature {ts_quad:.6f} hartree")
print(f"rs = 2: ex = {exchange(2.0):.6f}, "
      f"by quadrature {ex_quad:.6f} hartree")
print("rs (bohr); ec, mu_c, tc, vc (hartree)")
for rs in (1.0, 2.0, 5.0, 10.0):
    ec, mu, tc, vc = correlation_parts(rs)
    tc_fd = -derivative(lambda r: r * correlation(r)[0], rs)
    vc_fd = derivative(lambda r: r**2 * correlation(r)[0], rs) / rs
    assert close(tc, tc_fd, 1e-6) and close(vc, vc_fd, 1e-6)
    print(f"{rs:4.1f}  {ec:.6f}  {mu:.6f}  {tc:.6f}  {vc:.6f}")
for rs in np.geomspace(0.5, 50, 40):
    parts = correlation_parts(rs)
    assert parts[2] > 0 and parts[3] < 0

ec2, mu2, tc2, vc2 = correlation_parts(2.0)
print(f"rs = 2 in eV: ec = {ec2 * HARTREE_EV:.4f}, "
      f"tc = {tc2 * HARTREE_EV:.4f}, vc = {vc2 * HARTREE_EV:.4f}")
t2, v2 = free_kinetic(2.0) + tc2, exchange(2.0) + vc2
print(f"rs = 2: t = {t2:.6f}, v = {v2:.6f}, e = {t2 + v2:.6f}, "
      f"2t + v = {2 * t2 + v2:.6f} hartree")


def total_energy(rs):
    return free_kinetic(rs) + exchange(rs) + correlation(rs)[0]


best = minimize_scalar(total_energy, bounds=(2, 8), method="bounded",
                       options={"xatol": 1e-8})
rs_min = best.x
ec_m, mu_m, tc_m, vc_m = correlation_parts(rs_min)
t_min, v_min = free_kinetic(rs_min) + tc_m, exchange(rs_min) + vc_m
assert abs(2 * t_min + v_min) < 1e-6
print(f"minimum of e at rs = {rs_min:.4f} bohr, e = {best.fun:.6f} hartree")
print(f"there t = {t_min:.6f}, v = {v_min:.6f} hartree")
print(f"there |2t + v| = {abs(2 * t_min + v_min):.1e} hartree")
print("done: every assertion held")
```

Output:

```
Two parallel-spin electrons in a periodic cube
rs = 10.0 bohr, cube side L = 20.3098 bohr
basis pairs: large 293, small 108
cell e  = 0.01458888 hartree
cell t  = 0.02510610 hartree
cell v  = -0.01051723 hartree
cell ts = 0.02392695 hartree
cell ex = -0.00783635 hartree
cell ec = -0.00150172 hartree
cell tc = 0.00117915 hartree
cell vc = -0.00268088 hartree
2t + v from the state      = 0.03969498 hartree
-rs de/drs from energies   = 0.03969498 hartree
-d(rs ec)/drs              = 0.00117915 hartree
(1/rs) d(rs^2 ec)/drs      = -0.00268088 hartree
ec from integral of r vc   = -0.00150172 hartree
ec in the small basis      = -0.00150149 hartree
second difference of rs^2 e, step 1 bohr = -0.001883 hartree bohr^2
Infinite unpolarized gas, Perdew-Wang 1992 correlation
rs = 2: ts = 0.276238, by quadrature 0.276238 hartree
rs = 2: ex = -0.229083, by quadrature -0.229077 hartree
rs (bohr); ec, mu_c, tc, vc (hartree)
 1.0  -0.059774  -0.067458  0.036719  -0.096493
 2.0  -0.044759  -0.051493  0.024560  -0.069319
 5.0  -0.028216  -0.033476  0.012436  -0.040653
10.0  -0.018572  -0.022578  0.006556  -0.025128
rs = 2 in eV: ec = -1.2180, tc = 0.6683, vc = -1.8863
rs = 2: t = 0.300797, v = -0.298402, e = 0.002395, 2t + v = 0.303193 hartree
minimum of e at rs = 4.1850 bohr, e = -0.077495 hartree
there t = 0.077495, v = -0.154991 hartree
there |2t + v| = 6.7e-10 hartree
done: every assertion held
```
